\section*{How many atomic planes must climb remove to shift a marker?}

\section{What goes wrong without the count}

Two metals are joined, inert markers are placed at the joint, and the couple is annealed. Afterwards the markers lie 10 $\mu$m nearer to one end. It is tempting to say that atoms left that side, vacancies took their place, and the markers followed. This account fails. A vacancy that stays in the crystal still occupies a lattice site, and a row of sites keeps its length, apart from a small relaxation, whether or not every site is filled. Vacancies left in the lattice therefore cannot carry the markers along. They would also have to fill about a tenth of all sites in a zone 100 $\mu$m wide, whereas a metal near its melting point holds roughly one vacancy per ten thousand sites.

The markers move because lattice sites disappear. Vacancies reach the edge of an extra half-plane of atoms, which is an edge dislocation, and the half-plane becomes shorter. This motion of the dislocation out of its slip plane is called climb. When a whole plane has gone, the crystal on its two sides has closed up by one interplanar spacing. From the number of planes removed we can estimate how many vacancies their removal absorbed, and whether the dislocations present at the start could have absorbed them.

\section{The estimate}

Let $\Delta x$ be the marker shift and $d$ the spacing of the planes normal to it. Each lost plane brings the marker nearer to the end by $d$, so
\begin{equation}
N\approx\frac{\Delta x}{d}
=\frac{10\times10^{-6}\ \mathrm{m}}{0.2\times10^{-9}\ \mathrm{m}}
=5\times10^{4}.
\end{equation}
About 50,000 planes must go. The spacing is given to one figure, and the answer deserves no more. An error of 1 $\mu$m in reading the marker position would change the count by $1000\ \mathrm{nm}/0.2\ \mathrm{nm}=5000$ planes, or 10 percent of the total.

The division leaves several matters open: from where the shift is measured, how unfinished planes count, whether one dislocation removes one plane, and what happens if $d$ itself changes.

\section{Planes as a ruler}

Measure the marker position $x_m$ from the sample end on the side that loses material. Assume that diffusion has not reached this end, and that motion is along $x$ only. If $M$ planes of spacing $d$ lie between end and marker at the start, then
\begin{equation}
x_m^{\rm before}=Md .
\end{equation}
During the anneal climb removes $R$ planes from this stretch and inserts $I$ planes into it. With $d$ unchanged,
\begin{equation}
x_m^{\rm after}=(M-R+I)d .
\end{equation}
Count the shift as positive when the marker approaches the end. Subtracting the second position from the first gives
\begin{align}
\Delta x&=x_m^{\rm before}-x_m^{\rm after}\nonumber\\
&=Md-(M-R+I)d=(R-I)d .
\end{align}
With the net number of removed planes $N=R-I$,
\begin{equation}
\Delta x=Nd,\qquad N=\frac{\Delta x}{d}. \label{eq:count}
\end{equation}
The original number $M$ has cancelled, and so has the place where each plane was removed. A marker shift therefore gives no information about how the removal is spread between marker and end. It also gives only the net count: if some planes are inserted in the same stretch, the gross number removed is $R=N+I$, which is larger.

The far side of the marker obeys the same rule. Let it gain $G$ planes. The length of the whole couple then changes by $(G-N)d$. If the length is unchanged, $G=N$, and a net 50,000 planes have been inserted there, at dislocations or grain boundaries that emit vacancies. If the length does change, the shifts measured from the two ends differ, and each one counts the planes on its own side.

\section{Unfinished planes}

At any moment many planes are only partly removed. Consider a block with cross-section $A=LB$, where $L$ is its height and $B$ its depth. A strip of height $h$, running through the whole depth, is taken out of one plane, and the gap of width $b$ along $x$ is closed. The crystal near the strip is strained, so the shift varies over the section. Its mean can still be found.

Let the surfaces of the block be free of load. In equilibrium the stress obeys $\partial_k\sigma_{ik}=0$, with summation over repeated indices. Hence
\begin{equation}
\partial_k(\sigma_{ik}x_j)=(\partial_k\sigma_{ik})x_j+\sigma_{ik}\delta_{kj}=\sigma_{ij}.
\end{equation}
Integrating over the volume and using the divergence theorem, with outward surface normal $\nu_k$,
\begin{equation}
\int\sigma_{ij}\,dV=\oint\sigma_{ik}\nu_k x_j\,dS=0,
\end{equation}
because the surface traction $\sigma_{ik}\nu_k$ vanishes. In linear elasticity with uniform elastic constants, strain is a fixed linear function of stress, so the elastic strain also integrates to zero.

The remaining strain is the removal itself. It shortens the block by $b$ wherever a line along $x$ crosses the strip, and by nothing elsewhere. Its volume integral is $-b$ times the strip area $hB$. The integral of the total strain $\partial u_x/\partial x$ is the difference of displacement between the two end faces, integrated over $A$. If $\bar\delta$ is the mean shortening, then
\begin{equation}
-A\bar\delta=0-b\,hB
\quad\Longrightarrow\quad
\bar\delta=\frac{b\,hB}{LB}=b\,\frac{h}{L}.
\end{equation}
The strip thus counts as the fraction $h/L$ of a plane. A single strip away from mid-height also tilts the crystal beyond it. When many strips are spread evenly over the section, these tilts cancel, and a marker far from the strips, compared with the distance between them, sees the sum of their mean shifts. Adding all strips with $b=d$ gives
\begin{equation}
N=\frac{S}{A}, \label{eq:area}
\end{equation}
where $S$ is the total area swept by climb. Fifty thousand planes may therefore be a far larger number of fragments.

\section{Does one dislocation remove one plane?}

Let $\mathbf n$ be the unit vector along the shift and $\mathbf b$ the Burgers vector. A dislocation that climbs across the whole section, in a plane normal to $\mathbf n$, removes a layer of thickness $|\mathbf b\cdot\mathbf n|$. Suppose that $\mathbf n$ is normal to a family of lattice planes. For a perfect dislocation $\mathbf b$ joins two lattice points. Each of them lies on some plane of the family normal to $\mathbf n$, so
\begin{equation}
|\mathbf b\cdot\mathbf n|=m\,d,\qquad m=0,1,2,\ldots
\end{equation}

Take a face-centred cubic crystal with cube edge $a$. Its lattice points are $(a/2)(i,j,k)$ with $i+j+k$ even. Along $[111]$ their heights are
\begin{equation}
\frac a2(i,j,k)\cdot\frac{(1,1,1)}{\sqrt3}=\frac{a(i+j+k)}{2\sqrt3}.
\end{equation}
The smallest nonzero even sum is 2, so $d=a/\sqrt3$. A spacing of 0.2 nm requires $a=\sqrt3\times0.2\ \mathrm{nm}=0.3464$ nm. For the Burgers vector $(a/2)[110]$,
\begin{equation}
\mathbf b\cdot\mathbf n=\frac a2\,\frac{1+1+0}{\sqrt3}=\frac{a}{\sqrt3}=d,
\end{equation}
and one full sweep removes one plane. For $(a/2)[1\bar10]$ the product is zero: this Burgers vector lies in the plane, and the dislocation contributes nothing to the shift.

The direction of diffusion matters. Along $[110]$ the heights are $a(i+j)/(2\sqrt2)$. Here $i+j$ may equal 1, since $k$ can make the sum even, so the spacing is $a/(2\sqrt2)=0.1225$ nm in the same crystal. The vector $(a/2)[110]$ has length $a/\sqrt2$ along this direction, which is two spacings. One sweep then removes two planes, and the number of planes is no longer the number of sweeps. Equation~(\ref{eq:count}) still holds with the smaller $d$, while in equation~(\ref{eq:area}) such a sweep must be counted twice.

In a polycrystal the grains point in many directions, and most have no close-packed planes normal to the shift. There $N=\Delta x/d$ is an equivalent number of layers of thickness $d$, and one full sweep counts as $|\mathbf b\cdot\mathbf n|/d$ of a layer, which need not be a whole number.

\section{How many vacancies are needed}

With $\Omega$ the volume per atom, a layer of thickness $d$ contains $d/\Omega$ sites per unit area. The cube holds four atoms, so
\begin{equation}
\Omega=\frac{a^3}{4}=\frac{(0.3464\ \mathrm{nm})^3}{4}=0.01039\ \mathrm{nm^3}.
\end{equation}
One plane has $0.2/0.01039=19.25$ sites per nm$^2$. Removing $N$ planes absorbs
\begin{equation}
N\frac d\Omega=\frac{\Delta x}{\Omega}
=\frac{10^4\ \mathrm{nm}}{0.01039\ \mathrm{nm^3}}
=9.6\times10^5\ \mathrm{nm^{-2}},
\end{equation}
or $9.6\times10^{19}$ cm$^{-2}$. The spacing has dropped out: the vacancy demand depends on the shift and the atomic volume alone.

This holds if the cross-section keeps its size and the atomic volume does not change with composition. If the sides are free, climb may also remove planes parallel to $x$. Suppose that the same fraction $f$ is lost in all three directions. The lost share of volume is
\begin{equation}
1-(1-f)^3=3f-3f^2+f^3 ,
\end{equation}
against $f$ for removal along $x$ alone. The ratio is $3-3f+f^2$. It tends to 3 for small $f$ and is $3-0.3+0.01=2.71$ at $f=0.1$. The vacancy demand nearly triples, while the marker shift and the number of planes normal to it stay the same.

\section{Can the original dislocations do the work?}

Take a shrinking zone of width $W$, measured before removal, and a density $\rho$ of dislocation lines per unit area. Let the lines be straight and run along the depth $B$ of the block. The zone then contains $\rho WL$ lines. If each climbs a mean distance $\lambda$ along the height, it sweeps an area $\lambda B$. With one plane removed per full sweep, equation~(\ref{eq:area}) gives
\begin{equation}
N=\frac{(\rho WL)(\lambda B)}{LB}=\rho W\lambda,
\qquad \lambda=\frac{N}{\rho W}. \label{eq:climb}
\end{equation}

Use $W=100\ \mu$m and $\rho=10^8$ cm$^{-2}=10^{-6}$ nm$^{-2}$. The zone contains $10^5/0.2=500{,}000$ planes, so a tenth of them must vanish. The product $\rho W$ is $10^{-6}\times10^5=0.1$ nm$^{-1}$, and
\begin{equation}
\lambda=\frac{5\times10^4}{0.1\ \mathrm{nm^{-1}}}
=5\times10^5\ \mathrm{nm}=500\ \mu\mathrm{m}.
\end{equation}
The mean distance between lines is about $1/\sqrt\rho=1\ \mu$m, so each line would have to climb some 500 times that distance.

Grains 50 $\mu$m across do not allow this. If every line crosses a whole grain once, the population removes
\begin{equation}
\rho W\times50\ \mu\mathrm{m}=0.1\times5\times10^4=5000
\end{equation}
planes, a tenth of what is needed. Even this is generous. A line starting inside a grain has less than the full width to cross, some lines have $\mathbf b\cdot\mathbf n=0$, and lines of opposite sign that meet annihilate before they have crossed the grain. At the stated density and grain size, and with at most one 0.2 nm plane removed per crossing, at least ten such populations are needed: the original one and nine or more replacements. In the most favourable grain orientation, with $\mathbf b$ parallel to $\mathbf n$, a crossing removes $a/\sqrt2=0.245$ nm, and this lower bound falls only to about eight.

Renewal is possible if a dislocation segment pinned at its ends bows out by climb, closes into a loop around the pins, and leaves a fresh segment behind. This is a Bardeen--Herring source. Grain boundaries can also absorb vacancies and lose sites. The estimate shows that the original dislocations, taken as straight lines of fixed length, are not enough here, but not which further sink for vacancies dominates. At ten times the density, with the other values held fixed, one full crossing by every line would just give the required count, but for the reasons above the original lines would still fall short of it.

The lattice cannot take over the task. A zone of $W/d$ planes with vacancy fraction $c_v$ stores the vacancies of $c_vW/d$ complete planes. For $c_v=10^{-4}$ this is $10^{-4}\times500{,}000=50$ planes, a thousandth of the requirement.

\section{When the spacing changes}

Diffusion alters the composition, and with it the spacing. Let the surviving planes in the zone shrink by a mean fraction $s$. The zone had $M_W=W/d$ planes and keeps $M_W-N$ of them, each with mean spacing $d(1-s)$. The shift is the loss of length:
\begin{align}
\Delta x&=M_Wd-(M_W-N)d(1-s)\nonumber\\
&=M_Wd-(M_W-N)d+s(M_W-N)d\nonumber\\
&=Nd+s(W-Nd). \label{eq:shrink}
\end{align}
The first term is climb; the second is a shift that needs no climb at all. When $Nd$ is small compared with $W$, the second term is nearly $sW$, and
\begin{equation}
N\approx\frac{\Delta x-sW}{d}. \label{eq:corrected}
\end{equation}
For $s=0$ this returns the first estimate. If the spacing grows instead, $s$ is negative and more planes must be removed than $\Delta x/d$.

A simple model built on copper and nickel gives an idea of the size of the effect. Their spacings differ by roughly 2.5 percent, nickel having the smaller one. Copper diffuses faster, so the copper side loses material and takes up nickel. Let the nickel fraction fall linearly from one half at the marker to zero at the zone edge, and let the spacing follow the composition linearly. The mean nickel fraction is then one quarter, so $s=0.025/4=0.00625$ and $sW=0.625\ \mu$m. Equation~(\ref{eq:corrected}) gives
\begin{equation}
N\approx\frac{(10-0.625)\times10^3\ \mathrm{nm}}{0.2\ \mathrm{nm}}=46{,}875,
\end{equation}
about 6 percent below 50,000. The extra digits are kept only for the check that follows. Putting this number back into equation~(\ref{eq:shrink}) shows what the approximation costs:
\begin{equation}
\Delta x=9.375+0.00625\,(100-9.375)=9.941\ \mu\mathrm{m}.
\end{equation}
The result misses the required 10 $\mu$m by 0.6 percent of the shift, far less than the correction itself.

The model has three limits. First, in a real copper--nickel couple the marker lies in copper-rich alloy, nearer one fifth nickel than one half. With one fifth the same linear profile gives $s=0.0025$ and a correction of only 2.5 percent, and a profile that falls faster than linearly gives less. Second, $s$ is the shrinkage of a stress-free lattice; a lattice held elastically at its original width shrinks more along $x$, about 1.7 times as much along $[111]$ in copper. Third, the atomic volume falls by about $3s$. For a stress-free lattice in a section of fixed size the vacancy demand therefore drops by about $3s(W-\Delta x)/\Delta x$, or 17 percent for $s=0.00625$, about three times the correction to the plane count.

\section{The estimate beside a real couple}

The values used for the zone, the dislocations and the vacancies are rough typical ones for a copper--nickel couple annealed near 1273 K. At room temperature the close-packed planes are about 0.209 nm apart in copper and 0.203 nm in nickel, so the given spacing is low by up to about 4 percent. At a fixed shift the vacancy demand varies as $1/d^3$, so the figure above is too high by about 12 percent for copper and 5 percent for nickel. Dislocation density is the least certain input: it can differ by a factor of ten or more between samples, and the climb distance in equation~(\ref{eq:climb}) changes in inverse proportion. Real couples break the assumption of constant spacing. This lowers the count by about 6 percent in the linear-profile model with one half nickel at the marker, and by less when the marker lies in copper-rich alloy.

Thermal expansion matters only if lengths from different temperatures are mixed. With a coefficient of $1.7\times10^{-5}$ K$^{-1}$, the spacing grows by 1.65 percent between 300 and 1273 K. Dividing a shift measured cold by the hot spacing gives about 49,200 planes instead of 50,000. This coefficient is the room-temperature value for copper; it rises with temperature, and the actual growth is nearer 2 percent, or about 49,000 planes. If both lengths refer to the same temperature, the common factor cancels.

Pores act differently. Vacancies that gather in a pore leave the surrounding planes in place, so they do not move the marker. For a measured shift, $N$ is unchanged, but more vacancies must have arrived. If a tenth of them end in pores, the supply is $9.6\times10^5/0.9=1.07\times10^6$ nm$^{-2}$. If instead the supply is held fixed, the same pores reduce the shift to 9 $\mu$m and the count to 45,000.

The count also sets a pace. For an illustrative anneal of 100 h (a copper--nickel couple at 1273 K would reach this shift considerably sooner), the mean time per plane is $3.6\times10^5\ \mathrm{s}/50{,}000=7.2$ s. Where diffusion controls the process and the marker shift grows as $\sqrt t$, we have $N=K\sqrt t$ with constant $K$, and
\begin{equation}
\frac{dN}{dt}=\frac{K}{2\sqrt t}=\frac{N}{2t}.
\end{equation}
The final rate is half the mean rate, so the last planes take about 14 s each. These are totals over the whole zone: at any moment many dislocations share the work, each removing a small part of its own plane.

Numbers in the example were calculated in double precision.
